# Defect-band dispersion in cubic supercells: Gamma against the quarter point

## Problem

A point defect is modelled in a periodically repeated cubic cell of side $L$. The copies of the defect form a simple cubic lattice, and the tail of the defect orbital reaches from one copy to the next. The single level $e_0$ of the isolated defect therefore becomes a band $E(\mathbf k)$. A calculation with one wave vector picks one energy out of this band, and its distance from $e_0$ is a finite-size error.

The level is nondegenerate and s-like. Take one orbital $|\mathbf R\rangle$ per cell, first orthonormal, with

$$\langle \mathbf 0|H|\mathbf 0\rangle=e_0,\qquad \langle \mathbf 0|H|\mathbf R\rangle=t(\mathbf R),$$

where $\mathbf R=L(n_1,n_2,n_3)$ and the $n_i$ are integers. Write $t$ for the hopping to the six nearest images.

(a) Estimate the error at $\Gamma$, $\mathbf k=0$, from the decay of the orbital.

(b) Find $E(\mathbf k)$ for nearest-neighbour hopping and the error at $\Gamma$.

(c) Many wave vectors give $E=e_0$ in (b). Which of them also cancel the second and third shells of images? Which shells are left?

(d) What changes if neighbouring orbitals overlap, if the level is degenerate, or if the band is partly filled?

For numbers, take a one-band model in the regime of a deep donor in silicon. The lattice constant is $a=0.543$ nm, and cells with $L=2a,3a,4a$ hold 64, 216 and 512 atoms. An electron of effective mass $m=0.5$ electron masses moves in the well $-V_0e^{-r^2/b^2}$ with $b=0.3$ nm. The depth $V_0=4.722$ eV is tuned so that $e_0=-0.5$ eV, measured from the band edge.

## First estimate by scaling

Outside the well, a state of binding energy $E_b=|e_0|$ decays as $e^{-\kappa r}/r$, with

$$E_b=\frac{\hbar^2\kappa^2}{2m},\qquad \lambda=\frac1\kappa=0.390\ \text{nm}.$$

To turn this tail into a hopping energy, consider two wells $V_0(\mathbf r)$ and $V_1(\mathbf r)$ a distance $L$ apart, with isolated orbitals $\phi_0$ and $\phi_1$. Since $\phi_1$ solves the problem of well 1 alone, $H\phi_1=e_0\phi_1+V_0\phi_1$. The part of $\langle\phi_0|H|\phi_1\rangle$ that is not mere overlap is

$$t=\langle\phi_0|V_0|\phi_1\rangle .$$

The equation for $\phi_0$ can be written $(\nabla^2-\kappa^2)\phi_0=(2m/\hbar^2)V_0\phi_0$. The decaying solution of $(\nabla^2-\kappa^2)G=\delta(\mathbf r)$ is $G=-e^{-\kappa r}/(4\pi r)$, so at the centre $\mathbf R$ of the other well

$$\phi_0(\mathbf R)=-\frac{m}{2\pi\hbar^2}\int \frac{e^{-\kappa|\mathbf R-\mathbf r|}}{|\mathbf R-\mathbf r|}\,V_0(\mathbf r)\phi_0(\mathbf r)\,d^3r .$$

Write the tail of either orbital as $CA\,e^{-\kappa r}/r$ with $A^2=\kappa/2\pi$. For a well of vanishing range the tail is the whole orbital, and normalization, $4\pi A^2\int_0^\infty e^{-2\kappa r}dr=2\pi A^2/\kappa=1$, gives $C=1$. Within well 0 the orbital $\phi_1$ is its tail, so the integral above is $t/(CA)$. Hence

$$t=-\frac{2\pi\hbar^2}{m}\,CA\,\phi_0(\mathbf R)=-\frac{\hbar^2\kappa}{m}\,C^2\,\frac{e^{-\kappa L}}{L}=-2E_b\,C^2\,\frac{\lambda}{L}\,e^{-L/\lambda}.$$

The last form uses $\hbar^2\kappa/m=2E_b/\kappa$. The sign is negative: an in-phase combination lowers the energy.

For a first estimate set $C=1$. In the 216-atom cell $L=1.629$ nm and $L/\lambda=4.18$, so

$$t\approx-2(0.5\ \text{eV})(0.239)(0.0153)\approx-3.7\ \text{meV}.$$

At $\Gamma$ all six neighbours act in phase, which suggests an error of $6t\approx-22$ meV. The same estimate gives $-133$ meV for 64 atoms and $-4$ meV for 512 atoms.

Suppose now that some wave vector cancels the nearest shell and nothing else. The twelve second neighbours at $\sqrt2L=2.304$ nm would remain. The same formula gives $-0.46$ meV for each, or about $-5.5$ meV if they add in phase. On this estimate a better wave vector gains a factor of four.

## Exact solution of the hopping model

### The band and its value at Gamma

Let the crystal have $N$ cells with periodic ends, and form the Bloch sum $|\mathbf k\rangle=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle$. Because $\langle\mathbf R'|H|\mathbf R\rangle$ depends on $\mathbf D=\mathbf R-\mathbf R'$ alone,

$$\langle\mathbf R'|H|\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,t(\mathbf R-\mathbf R')=\frac{e^{i\mathbf k\cdot\mathbf R'}}{\sqrt N}\sum_{\mathbf D}e^{i\mathbf k\cdot\mathbf D}\,t(\mathbf D).$$

The factor in front of the last sum is $\langle\mathbf R'|\mathbf k\rangle$, so $|\mathbf k\rangle$ is an eigenstate with

$$E(\mathbf k)=\sum_{\mathbf D}t(\mathbf D)\,e^{i\mathbf k\cdot\mathbf D},\qquad t(\mathbf 0)=e_0 .$$

With nearest neighbours, the images at $+L$ and $-L$ on each axis combine into $e^{ik_iL}+e^{-ik_iL}=2\cos k_iL$. With $c_i=\cos k_iL$,

$$E(\mathbf k)=e_0+t\gamma(\mathbf k),\qquad \gamma=2(c_1+c_2+c_3).$$

Each cosine averages to zero over the Brillouin zone, so the band is centred on $e_0$. At $\Gamma$ every cosine is 1 and

$$E(\Gamma)-e_0=6t .$$

This is the largest deviation the band allows, since $|\gamma|\le6$. For $t<0$, $\Gamma$ is the bottom of a band of width $12|t|$.

### The wave vector that cancels three shells

The condition $c_1+c_2+c_3=0$ defines a whole surface in the zone. The longer hops select a point on it. The twelve second neighbours, such as $L(1,1,0)$, contribute $4t_{110}(c_1c_2+c_2c_3+c_3c_1)$, because the four sign choices in each plane give $(2c_i)(2c_j)$. The eight third neighbours $L(\pm1,\pm1,\pm1)$ contribute $8t_{111}c_1c_2c_3$. If all three shells are to vanish whatever the hoppings are, then

$$c_1+c_2+c_3=0,\qquad c_1c_2+c_2c_3+c_3c_1=0,\qquad c_1c_2c_3=0 .$$

These combinations are the coefficients in

$$(x-c_1)(x-c_2)(x-c_3)=x^3-(c_1+c_2+c_3)x^2+(c_1c_2+c_2c_3+c_3c_1)x-c_1c_2c_3 .$$

With all of them zero the polynomial is $x^3$, whose roots are all zero. Hence $c_1=c_2=c_3=0$, that is $k_iL=\pm\pi/2$. A reciprocal vector has length $2\pi/L$, so the point is

$$\mathbf k_q=\left(\tfrac14,\tfrac14,\tfrac14\right)$$

in units of the reciprocal vectors, up to signs. This is the Baldereschi-type mean-value point of the simple cubic lattice. With nearest-neighbour hopping,

$$E(\mathbf k_q)=e_0 .$$

The two neighbours on one axis carry the phases $+i$ and $-i$, so their contributions cancel in pairs. Each axis cancels by itself, and the result survives if the hoppings along $x$, $y$ and $z$ differ.

A point such as $k_iL=(0,\pi,\pi/2)$ also has $\gamma=0$, but there $c_1c_2=-1$ and an error $-4t_{110}$ remains.

### What longer hops leave behind

For an s-like level of a defect with cubic or tetrahedral site symmetry, $t(\mathbf R)$ does not change when the sign of any $n_i$ is reversed. The phases of images that differ by such signs can then be averaged, one axis at a time:

$$\tfrac12\left(e^{i\pi n/2}+e^{-i\pi n/2}\right)=\cos\frac{\pi n}2=\begin{cases}0,& n\ \text{odd},\\(-1)^{n/2},& n\ \text{even}.\end{cases}$$

The phase of a shell is the product of three such factors. One odd index is enough to remove it. The survivors have three even indices, and their sign is $(-1)^{(n_1+n_2+n_3)/2}$. Counting 6, 12 and 8 members in the first three surviving shells,

$$E(\mathbf k_q)=\bar E-6t_{200}+12t_{220}-8t_{222}+\dots,$$

where $\bar E$ is the zone average. The nearest surviving image is at $2L$, and a direct hop over that distance scales as $e^{-2L/\lambda}$. The scaling estimate feared a remainder of order $e^{-\sqrt2L/\lambda}$, but the second shell has odd indices and drops out.

### Overlapping orbitals

Let nearest orbitals overlap by $s$, and write $\langle\mathbf 0|H|\mathbf R\rangle=e_0s+t$ as in the two-well problem. The on-site energy is kept at $e_0$, which neglects the pull of neighbouring wells on the orbital. The Bloch sum now obeys $e_0+(e_0s+t)\gamma=E(1+s\gamma)$, so

$$E=\frac{e_0(1+s\gamma)+t\gamma}{1+s\gamma}=e_0+\frac{t\gamma}{1+s\gamma}.$$

At $\mathbf k_q$, $\gamma=0$ and again $E=e_0$. The zone average is no longer $e_0$. For small $s$, $E-e_0\approx t\gamma-ts\gamma^2$. Since $\gamma$ is a sum of six phase factors, $\gamma^2$ has 36 products, and the six that pair a vector with its opposite are constant. All others average to zero, so

$$\bar E-e_0\approx-6ts ,$$

which is positive for $t<0$ and $s>0$. The same $\gamma^2$ contains each phase factor of the type $(2,0,0)$ once, so in a Fourier analysis of the band overlap appears as an effective hopping $t_{200}\approx-ts$. Its contribution at the quarter point, $-6t_{200}\approx+6ts$, cancels the shift of the average. In this model one special point is thus closer to the isolated level than a dense mesh. This is not a general rule: in the plane-wave solution below it holds for 216 and 512 atoms, but for 64 atoms the zone average is off by $+11.5$ meV and the quarter point by $-25.5$ meV.

### Two cases in which the point is not enough

**A degenerate level.** Let the level consist of three p-like orbitals. The coupling between $p_x$ and $p_y$ on second neighbours $L(n_1,n_2,0)$, $n_i=\pm1$, changes sign with $n_1n_2$; call it $wn_1n_2$. Its Bloch sum is

$$w\sum_{n_1,n_2=\pm1}n_1n_2\,e^{i(n_1k_1+n_2k_2)L}=w(2i\sin k_1L)(2i\sin k_2L)=-4w\sin k_1L\,\sin k_2L .$$

At the quarter point this is $-4w$, its largest size. The $3\times3$ matrix with $-4w$ in every off-diagonal place has eigenvalues $-8w,4w,4w$. Their mean is zero, so this coupling leaves the centre of the triplet in place but splits it artificially.

**A partly filled band.** Put one electron in each cell of a spin-degenerate band with nearest-neighbour hopping, and fill the band up to the Fermi level. Shifting every $k_iL$ by $\pi$ reverses the sign of $\gamma$, so half of the states lie below $e_0$, and these are filled with both spins. The energy per cell is

$$e_0+2\cdot\tfrac12\langle-|t\gamma|\rangle=e_0-|t|\langle|\gamma|\rangle,\qquad\langle|\gamma|\rangle=2.005 .$$

A dense mesh then converges to a metal made of defect images. The quarter point represents the isolated level when the occupation is the same at every $\mathbf k$, as in a full spin band or with a fixed occupation.

## Comparison with the estimate

The well was repeated periodically and its lowest band computed in plane waves, which assumes neither a single orbital nor short hops. The errors relative to the isolated level are:

| Atoms | $6t$ by scaling (meV) | $\Gamma$ (meV) | Quarter point (meV) |
|---|---|---|---|
| 64 | −133 | −372 | −25.5 |
| 216 | −22 | −70.0 | −0.31 |
| 512 | −4 | −13.5 | −0.001 |

The scaling estimate has the right sign and nearly the right dependence on $L$, but it is too small by a factor of about three in all three cells. The missing factor is mainly $C^2$. In a well of finite range, the radial function $u=r\phi$ starts from zero at the centre and lies below its own extrapolated tail. The normalized orbital must then have a larger tail than in the zero-range case, so $C>1$. For $L=1.629$ nm the hopping computed from two isolated orbitals is $-11.06$ meV, against $-3.7$ meV for $C=1$. This gives $C^2\approx3.0$.

### Reading the 216-atom cell

A Fourier analysis of the computed band on a $6\times6\times6$ mesh gives $t_{100}=-10.9$ meV, close to the value from isolated orbitals. The nearest-neighbour band width is $12|t_{100}|=131$ meV. At $\Gamma$ the shells contribute

$$6t_{100}=-65.3,\qquad12t_{110}=-8.4,\qquad8t_{111}=-0.7\ \text{meV}.$$

The nearest shell thus accounts for 93 % of the $\Gamma$ error of $-70.0$ meV. The three contributions sum to $-74.4$ meV. The shift of the zone average, $+1.5$ meV, the term $6t_{200}=+1.8$ meV and the remaining shells make up the difference.

At the quarter point these three shells cancel, and two small terms are left:

$$E(\mathbf k_q)-e_0=(\bar E-e_0)+(E(\mathbf k_q)-\bar E)=1.52-1.83=-0.31\ \text{meV}.$$

The second term can be predicted from the mesh, which does not contain the quarter point. With $t_{200}=0.305$ meV, the much smaller $t_{220}=-0.0006$ meV and negligible $t_{222}$, the surviving-shell formula gives $-1.84$ meV, against $-1.83$ meV from the direct solution.

The positive sign of $t_{200}$ is the one that overlap gives in the model above; a direct hop would be negative. With $s=0.0419$, the leading formulas give $-ts=0.46$ meV for $t_{200}$ and $-6ts=2.8$ meV for the shift of the average. The computed values, 0.305 and 1.52 meV, have the same signs and are smaller. The formulas leave out direct hops to $2L$, more distant overlaps, the pull of neighbouring wells and the mixing with higher states, whose shares were not separated here.

The quarter-point error falls by a factor of about 80 from 64 to 216 atoms, whereas $e^{-2L/\lambda}$ alone falls by a factor of 16. The error is a difference of two terms whose balance changes with size: $11.5-37.0$ meV at 64 atoms, $1.52-1.83$ meV at 216 and $0.092-0.093$ meV at 512. It changes sign between $L=4a$ and $L=4.5a$ and is positive at $4.5a$, $5a$ and $6a$, so the 512-atom value is especially small because it lies near this zero. The error does not follow a single exponential, and its value at one size should not be extrapolated to another. In the 64-atom cell $-25$ meV remains: the quarter point does not make a small cell large.

### The model beside real silicon

The lattice constant and the cell sizes are those of silicon supercells. The isotropic mass, the Gaussian well and the binding energy are round choices. Of these, only the mass was varied here. Silicon's conduction valleys have masses of roughly 0.2 across and 0.9 along the valley axis. With the binding energy, well range and cell held fixed, the orbital estimate of $6t$ in the 216-atom cell is $-326$ meV for an isotropic mass of 0.2, $-66$ meV for 0.5 and $-17$ meV for 0.9. The first value is comparable with the binding energy, so a first-order estimate cannot be relied on for accuracy there. The size of the $\Gamma$ error is therefore uncertain by a factor of several either way. The cancellation of the nearest shell does not depend on that size, but the remainder does: in the 216-atom cell the quarter-point error is $+4.6$ meV for a mass of 0.2 and $-0.10$ meV for 0.9. The decay length of 0.390 nm is also shorter than the lattice constant, so describing a real deep donor by an effective mass is itself only a rough picture. Interference between valleys, the atomic structure of the defect and lattice relaxation lie outside the model. Symmetry matters as well. For a nondegenerate level of a defect with a $(111)$ axis, the hops to $L(1,1,0)$ and $L(1,-1,0)$ differ. The part $wn_1n_2$ of the hopping gives $-4w\sin k_1L\,\sin k_2L$ in each plane, as for the p-like level, so a term of order $e^{-\sqrt2L/\lambda}$ survives at a single quarter point. Averaging over the four points $(\pm\tfrac14,\pm\tfrac14,\tfrac14)$ removes this term.

Two other energies of the same cell need separate care. With nearest-neighbour hopping alone, Fermi filling on a dense mesh with one electron per cell would lower the energy by $2.005\times10.9\approx22$ meV. This lowering is absent when only the quarter point is used, because nearest-neighbour hopping leaves the level there at $e_0$. If the defect carries one elementary charge $q$, its periodic images and the neutralizing background add an electrostatic energy of size

$$\frac{\alpha q^2}{8\pi\varepsilon_0\varepsilon L}\approx0.10\ \text{eV},$$

with the simple cubic Madelung constant $\alpha=2.837$ and a rough dielectric constant $\varepsilon=12$. This is an energy of the whole cell for a point charge. The potential of the images and the background also shifts a level localized at the defect, in this picture by twice that size, about 0.21 eV. Both effects fall as $1/L$, while the dispersion falls exponentially, and neither contains the wave vector. A charged supercell therefore needs a separate electrostatic correction, whichever $\mathbf k$ is used. The levels of the table and the hoppings of the 216-atom cell are in the numerical output below.

## Computed values

```
lattice constant (rough, silicon): 0.543 nm
effective mass (round): 0.5 electron masses
range of Gaussian well: 0.3 nm
tuned well depth: 4.722 eV
isolated level e0: -0.5000 eV
decay length of the orbital tail: 0.390 nm
64 atoms, L = 1.086 nm:
  Gamma level -0.8723 eV, error -372.30 meV
  quarter level -0.5255 eV, error -25.48 meV
216 atoms, L = 1.629 nm:
  Gamma level -0.5700 eV, error -69.98 meV
  quarter level -0.5003 eV, error -0.31 meV
512 atoms, L = 2.172 nm:
  Gamma level -0.5135 eV, error -13.51 meV
  quarter level -0.5000 eV, error -0.00 meV
216-atom cell, hoppings from the 6x6x6 mesh:
  nearest t100: -10.885 meV
  second t110: -0.702 meV
  third t111: -0.082 meV
  t200: 0.305 meV
  t220: -0.0006 meV
  t222: -0.0000 meV
  6 t100: -65.31 meV
  12 t110: -8.43 meV
  8 t111: -0.66 meV
  nearest-neighbour band width 12|t100|: 130.62 meV
  zone average minus e0: 1.52 meV
  quarter minus average, from hoppings: -1.84 meV
  quarter minus average, direct: -1.83 meV
  change of quarter level on finer grid: 0.0000 meV
  overlap of nearest isolated orbitals: 0.0419
  hopping from isolated orbitals: -11.060 meV
  overlap estimate -6 t s of average shift: 2.78 meV
Neglected effects, 216-atom cell:
  6t from orbitals, mass 0.2: -325.5 meV
  6t from orbitals, mass 0.5: -66.4 meV
  6t from orbitals, mass 0.9: -17.2 meV
  half-filled band factor <|gamma|>: 2.005
  Fermi-filling energy: -21.82 meV
  Madelung constant, simple cubic: 2.8373
  dielectric constant (rough): 12
  image-charge energy size, charge 1: 104.5 meV
```
